# Elastic energy stored in a stressed oxide film on silicon

## Question

A silicon wafer carries a blanket film of thermal oxide on one face. The film has thickness $h=100$ nm and is under equal in-plane compression of magnitude $\sigma=0.3$ GPa, measured after the wafer has taken up its final shape. The biaxial modulus of the oxide is $M=E/(1-\nu)=87$ GPa, where $E$ is Young's modulus and $\nu$ is Poisson's ratio.

Treat the oxide as isotropic and linearly elastic, with uniform stress and a free top surface. Tensile stress and strain are positive, and $\sigma$ without indices is a positive magnitude. Take $x$ and $y$ in the film plane and $z$ normal to it. Where needed, use these rough typical values: $\nu=0.17$, wafer thickness $h_s=775$ µm, and wafer biaxial modulus $M_s=180$ GPa for a (100) surface.

**(a)** Find the strains in the film.

**(b)** Find the elastic energy stored in the film per unit area, and evaluate it.

**(c)** A long, straight debond runs along the interface from an edge of the film. How much elastic energy does the film release per unit of debonded area, if the released strip stays flat and slides freely?

**(d)** How much elastic energy does the wafer hold because of the film?

**(e)** Estimate how the answer to (b) changes if the stress varies through the thickness, if the wafer is heated by 100 K, and if the oxide modulus depends on strain.

**(f)** How well does the number in (b) describe a real oxide?

## Model answers

### (a) Strains

The top surface is free, so no normal stress acts on it. Away from the film edges nothing varies along $x$ or $y$, and force balance then makes the normal stress the same at every depth. Hence

$$\sigma_{xx}=\sigma_{yy}=-\sigma,\qquad \sigma_{zz}=0,$$

and the shear stresses vanish. Hooke's law for the $x$ direction reads

$$\varepsilon_{xx}=\frac{\sigma_{xx}-\nu(\sigma_{yy}+\sigma_{zz})}{E}
=\frac{-\sigma+\nu\sigma}{E}=-\frac{(1-\nu)\sigma}{E}=-\frac{\sigma}{M}.$$

By symmetry $\varepsilon_{yy}$ has the same value. The film is therefore compressed in both in-plane directions by

$$\frac{\sigma}{M}=\frac{0.3}{87}=0.00345,$$

or 0.345 %. This strain is measured from the stress-free state of the film, not from the dimensions of the bare wafer.

The normal strain follows from the same law:

$$\varepsilon_{zz}=\frac{\sigma_{zz}-\nu(\sigma_{xx}+\sigma_{yy})}{E}=+\frac{2\nu\sigma}{E}.$$

The film thickens when it is squeezed in its plane. This strain is not zero, but the stress that would do work on it is.

### (b) Stored energy

Let the film be loaded slowly from its stress-free state, with all stresses and strains growing in proportion to a parameter $t$ that runs from 0 to 1. The work done per unit volume is

$$u=\int_0^1 t\,(\sigma_{xx}\varepsilon_{xx}+\sigma_{yy}\varepsilon_{yy}+\sigma_{zz}\varepsilon_{zz})\,dt
=\tfrac12(\sigma_{xx}\varepsilon_{xx}+\sigma_{yy}\varepsilon_{yy}),$$

because $\int_0^1 t\,dt=\tfrac12$ and $\sigma_{zz}=0$. In a linear elastic body this work is the stored energy, whatever the actual loading history. Inserting the results of (a),

$$u=\tfrac12\left[(-\sigma)\left(-\frac{\sigma}{M}\right)+(-\sigma)\left(-\frac{\sigma}{M}\right)\right]=\frac{\sigma^2}{M}.$$

Each in-plane direction supplies $\sigma^2/(2M)$, and the two halves add to one. Both signs cancel in each product, so a tensile film with the same stress magnitude stores the same energy.

The density is uniform, so the energy per unit area is

$$\boxed{U=uh=\frac{\sigma^2h}{M}}$$

The units combine simply, since $1\ \text{GPa}\cdot\text{nm}=10^9\ \text{N/m}^2\times10^{-9}\ \text{m}=1\ \text{J/m}^2$. Thus

$$U=\frac{(0.3)^2\times100}{87}\ \text{J/m}^2=0.103\ \text{J/m}^2,$$

which is 0.10 J/m² to two figures, or 0.65 eV/nm². A stray factor of one half would give 0.052 J/m².

The comparison with a film stressed along one direction shows what Poisson's ratio does. Uniaxial stress $\sigma$ stores $\sigma^2/(2E)$ per unit volume, whereas the biaxial state stores

$$\frac{\sigma^2}{M}=\frac{(1-\nu)\sigma^2}{E}=2(1-\nu)\,\frac{\sigma^2}{2E}.$$

For $\nu=0$ the two directions act independently and the biaxial energy is twice the uniaxial one. For positive $\nu$, compression along $y$ tends to expand the film along $x$. This reduces the strain produced by a given stress, and with it the work done. Once $M$ is given, however, $\nu$ has no separate effect on $U$.

The dependence on modulus rests on what is held fixed. At given stress, $U=\sigma^2h/M$, and a softer film stores more energy because it must deform further. At given elastic strain of magnitude $\varepsilon$, the same energy is $U=M\varepsilon^2h$, and a softer film stores less.

### (c) Energy released by a straight debond

Let the debond front be parallel to $y$ and advance along $x$. Far behind the front, the released strip is free to expand along $x$, so $\sigma_{xx}=0$. Its strain along $y$ cannot change: the strip is long and uniform in that direction and remains joined to the bonded film ahead of the front. It therefore keeps

$$\varepsilon_{yy}=-\frac{\sigma}{M}.$$

With $\sigma_{xx}=\sigma_{zz}=0$, the strip is in uniaxial stress along $y$, and

$$\sigma_{yy}=E\varepsilon_{yy}=-\frac{E\sigma}{M}=-(1-\nu)\sigma.$$

The energy it retains per unit area is

$$U_{\text{left}}=\tfrac12\sigma_{yy}\varepsilon_{yy}h=\frac{(1-\nu)\sigma^2h}{2M}.$$

The released energy is the difference between the bonded and debonded states:

$$G=U-U_{\text{left}}=\frac{\sigma^2h}{M}\left[1-\frac{1-\nu}{2}\right]=\frac{1+\nu}{2}\,\frac{\sigma^2h}{M}.$$

For $\nu=0.17$ the prefactor is 0.585, so

$$G=0.585\times0.1034\ \text{J/m}^2=0.0605\ \text{J/m}^2.$$

The film thus gives up a little more than half its energy. The whole of $U$ is recovered when a piece of film is freed in both in-plane directions and returns to its stress-free shape.

This calculation neglects friction and the small change in wafer energy. It is a steady-state result, valid once the debond is wider than about two film thicknesses; a shorter debond releases less (on a rigid base, about $0.5U$ at a width of $0.6h$). It also requires a flat strip, which limits the width of the debond from above. The strip is still compressed along $y$ by $(1-\nu)\sigma$. Treated as a thin plate clamped along the debond front and free along its outer edge, it buckles for the present data at a width of about 2 µm. Buckling adds bending energy and relieves part of the remaining compression, so this expression for $G$ no longer applies to wider debonds that buckle.

In this model the debond can advance if $G$ reaches the energy needed to separate a unit area of interface. The stored energy $U$ alone is not that criterion.

### (d) Energy in the wafer

The film carries a compressive force per unit width of magnitude

$$N=\sigma h=0.3\ \text{GPa}\times100\ \text{nm}=30\ \text{N/m}.$$

No external force or moment acts on the free wafer, so the wafer must balance the film. Measure $z$ from the wafer midplane, with the film at $z=h_s/2$. Since $h\ll h_s$, the film thickness can be neglected in the lever arm. For linear plate bending with equal curvature in both directions, the wafer stress in each in-plane direction has the form

$$\sigma_s(z)=A+Bz.$$

Force balance gives the constant $A$:

$$\int_{-h_s/2}^{h_s/2}\sigma_s\,dz-N=0
\quad\Rightarrow\quad Ah_s=N
\quad\Rightarrow\quad A=\frac{N}{h_s}.$$

Moment balance about the midplane gives $B$:

$$\int_{-h_s/2}^{h_s/2}\sigma_s z\,dz-N\frac{h_s}{2}=0
\quad\Rightarrow\quad \frac{Bh_s^3}{12}=\frac{Nh_s}{2}
\quad\Rightarrow\quad B=\frac{6N}{h_s^2}.$$

The wafer is also in equal biaxial stress, so its energy density is $\sigma_s^2/M_s$ by the argument of (b). Integrating over its thickness, the cross term $2ABz$ vanishes because it is odd in $z$:

$$U_s=\frac{1}{M_s}\left(A^2h_s+\frac{B^2h_s^3}{12}\right)
=\frac{N^2}{M_sh_s}+\frac{3N^2}{M_sh_s}=\frac{4N^2}{M_sh_s}.$$

One quarter of this energy is stretching and three quarters is bending. Numerically,

$$U_s=\frac{4\times(30\ \text{N/m})^2}{(180\times10^9\ \text{Pa})(775\times10^{-6}\ \text{m})}
=2.6\times10^{-5}\ \text{J/m}^2.$$

Relative to the film energy this is

$$\frac{U_s}{U}=\frac{4Mh}{M_sh_s}=0.025\ \%.$$

The wafer carries the same force as the film, but spreads it over a thickness several thousand times greater. Its stress is correspondingly small, and energy density depends on stress squared. The error of this formula grows in proportion to $h/h_s$ at first: for these moduli the true wafer energy exceeds it by about 1.5 % at $h/h_s=0.01$ and about 16 % at $h/h_s=0.1$. It fails altogether when the film and substrate have comparable thicknesses, as in a thin membrane.

If both faces carry identical films at the same stress $\sigma$, the moments cancel and the wafer stays flat. The stretching force becomes $2N$, so the wafer energy is $(2N)^2/(M_sh_s)=4N^2/(M_sh_s)$, as before. The two films together store $2U$ per unit wafer area.

### (e) Corrections to the film energy

**Stress profile.** Suppose the stress magnitude varies linearly about the same mean, from $\sigma-\Delta$ to $\sigma+\Delta$. With $s$ running from 0 to 1 through the film,

$$U'=\frac{h}{M}\int_0^1[\sigma+\Delta(2s-1)]^2ds
=\frac{h}{M}\left(\sigma^2+\frac{\Delta^2}{3}\right),$$

because $\int_0^1(2s-1)\,ds=0$ and $\int_0^1(2s-1)^2ds=\tfrac13$. The relative change is $\Delta^2/(3\sigma^2)$. For an assumed variation $\Delta=0.1$ GPa it is $+3.7\ \%$. The film force fixes the mean stress, whereas the energy needs the mean of its square. At uniform modulus, any variation about a fixed mean therefore raises the energy.

**Heating.** Take rough mean expansion coefficients $\alpha_s=2.9$ ppm/K for silicon and $\alpha_f=0.5$ ppm/K for the oxide. On heating by $\Delta T$, the bonded film is stretched with the much thicker wafer by $\alpha_s\Delta T$, while its stress-free length grows by $\alpha_f\Delta T$. Its elastic strain changes by the difference, which is tensile. The compressive stress therefore falls by

$$\delta\sigma=M(\alpha_s-\alpha_f)\Delta T
=87\times2.4\times10^{-6}\times100\ \text{GPa}=0.021\ \text{GPa}.$$

At fixed modulus the energy becomes

$$U_{\text{hot}}=\frac{(\sigma-\delta\sigma)^2h}{M}
=\frac{(0.3-0.0209)^2\times100}{87}\ \text{J/m}^2=0.090\ \text{J/m}^2,$$

a change of $-13\ \%$ relative to $U$. The relative change in energy is nearly twice that in stress because of the square. For a film in tension, the same heating would increase the stress and the stored energy.

The modulus of silica glass also rises with temperature. Take a slope of 0.02 % per kelvin as a rough assumed value, which gives 2 % over 100 K. At fixed elastic strain the energy is $M\varepsilon^2h$, so this effect alone gives $+2\ \%$ and offsets a small part of the fall.

**Strain-dependent modulus.** Let the slope of stress against equal biaxial strain be $M(1+b\varepsilon)$, with $\varepsilon$ now signed and $b=5$ as an illustrative value. Integrating from zero strain gives the signed stress

$$\sigma_{xx}=M\left(\varepsilon+\frac{b\varepsilon^2}{2}\right).$$

Both in-plane directions do work, so $du=2\sigma_{xx}\,d\varepsilon$ and

$$u=M\left(\varepsilon^2+\frac{b\varepsilon^3}{3}\right).$$

The stress is held at its given value. Define $\varepsilon_0=\sigma_{xx}/M=-\sigma/M$, the strain that the linear law would predict. Solving the stress equation to second order gives

$$\varepsilon\simeq\varepsilon_0-\frac{b\varepsilon_0^2}{2},
\qquad \varepsilon^2\simeq\varepsilon_0^2-b\varepsilon_0^3.$$

Substitution in the energy gives, to first order in $b\varepsilon_0$,

$$u\simeq M\varepsilon_0^2\left(1-b\varepsilon_0+\frac{b\varepsilon_0}{3}\right)
=\frac{\sigma^2}{M}\left(1-\frac{2b\varepsilon_0}{3}\right).$$

Here $\varepsilon_0$ is negative, so the correction is positive. Numerical solution of the full stress equation for the strain, followed by integration of the work, gives $+1.2\ \%$. With $b>0$ the film softens in compression and must deform further to reach the same stress. For silica glass under equal biaxial strain, third-order elastic constants suggest a larger $b$, roughly 12 to 14 depending on how stress and strain are defined at finite strain, which would make the correction about 3 to 3.5 %.

### (f) Reading the number for a real oxide

The data resemble a thermal oxide grown on silicon near 1000 °C, for which a room-temperature compression of a few tenths of a gigapascal is a rough typical value. The modulus is close to that of ordinary silica glass. At the same stress and modulus, $U$ is proportional to thickness. Real devices break the assumption of a blanket film when the oxide is cut into narrow lines. If a line relaxed completely across its width but kept its strain along its length, part (c) shows that it would retain $(1-\nu)/2$ of $U$, a reduction of 58.5 %. A line still bonded along its base relaxes incompletely, by an amount that depends on its shape.

For a blanket film, the largest of the corrections estimated above is the stress change on heating. The precision of the given stress matters more. A value quoted as 0.3 GPa to one figure may stand for anything from about 0.25 to 0.35 GPa. With thickness and modulus fixed, the corresponding energies are

$$\frac{(0.25)^2\times100}{87}=0.072\ \text{J/m}^2,
\qquad
\frac{(0.35)^2\times100}{87}=0.141\ \text{J/m}^2.$$

The result 0.10 J/m² is therefore the right value for the stated inputs, but one-figure knowledge of the stress leaves an uncertainty of about a third in the energy. For the values assumed in (e), a better stress measurement would improve the estimate more than any of the blanket-film corrections. A stress variation through the thickness as large as the mean stress itself would matter just as much, since it would raise the energy by a third.

The result also assumes that the film remains elastic while the energy is being assessed. If the oxide flows at high temperature, the elastic strain relaxes and part of the stored energy is dissipated. The formula can still be used afterwards, with the stress that remains.
